# Tafel slope and the overpotential for tenfold and hundredfold current

## Problem

Hydrogen is evolved from strong acid at a metal cathode at 25 degrees Celsius. The slow step is the discharge of a proton by one electron, and the adsorbed atoms leave by fast recombination to hydrogen gas. Its transfer coefficient is $\alpha=1/2$ and its exchange current density is $i_0=0.001$ mA/cm². The overpotential $\eta$ is the size of the cathodic shift from the equilibrium potential, so $\eta>0$ drives the reduction.

(a) Find the Tafel slope, the increase in $\eta$ per decade of current on the straight part of a plot of $\eta$ against $\log_{10} i$.

(b) The current density is 0.1 mA/cm². What increase in $\eta$ raises it tenfold, and what increase raises it hundredfold?

(c) The current density is instead 0.00001 mA/cm². What increase in $\eta$ raises it tenfold?

The algebra uses atomic units, with the elementary charge equal to 1. An overpotential and the energy by which it shifts one electron are then the same quantity, and $\tau=kT$ is the thermal energy. Numbers are given in eV and V.

## A tempting solution

The overpotential lowers the barrier for reduction by $\alpha\eta$, so the current grows as

$$i=i_0\,e^{\alpha\eta/\tau}.$$

Taking the logarithm and solving for $\eta$ gives

$$\eta=\frac{\tau}{\alpha}\ln\frac{i}{i_0}=b\,\log_{10}\frac{i}{i_0},\qquad b=\frac{\tau\ln 10}{\alpha}.$$

With $\tau=0.025693$ eV and $\alpha=1/2$, the slope is $b=0.1183$ V per decade. A tenfold rise costs $b$ and a hundredfold rise costs $2b=0.2366$ V. The starting current cancels from the difference of two logarithms, so the answer to (c) is again 0.1183 V.

## Where it fails

Put the starting current of part (c) into the formula. There $i/i_0=0.01$, and

$$\eta=b\,\log_{10}0.01=-2b=-0.2366\ \text{V}.$$

The formula claims that a net reduction current flows while the electrode is held on the oxidation side of equilibrium. That is impossible for this reaction. The formula also gives $i=i_0$ at $\eta=0$, where the net current must vanish.

The fault lies in the first equation. It counts protons being discharged but not adsorbed hydrogen atoms returning their electrons to the metal. The measured current is the difference of the two flows. The return flow may be dropped far from equilibrium, as in (b), but not in (c). The cancellation of the starting current holds only where the dropped term is small.

## Solution

**The two barriers.** Let $q$ be a coordinate that runs from 0 in the equilibrium arrangement before electron transfer to 1 in the arrangement after it. In the simplest symmetric model both energies are parabolas of equal curvature:

$$E_{\rm before}=\lambda q^2,\qquad E_{\rm after}=\lambda(q-1)^2-\eta.$$

The reorganization energy $\lambda$ is the cost of forcing one state into the other's arrangement. The electron is taken from the Fermi level. A cathodic shift raises its energy in the metal by $\eta$, and since only the energy difference matters, this is written as a lowering of the second curve.

Transfer takes place where the curves cross:

$$\lambda q^2=\lambda q^2-2\lambda q+\lambda-\eta
\quad\Rightarrow\quad q=\frac{\lambda-\eta}{2\lambda}.$$

The first curve has its minimum at energy zero, so the forward barrier is

$$W(\eta)=\lambda q^2=\frac{(\lambda-\eta)^2}{4\lambda}
=\frac{\lambda}{4}-\frac{\eta}{2}+\frac{\eta^2}{4\lambda}.$$

The transfer coefficient is the rate at which overpotential lowers this barrier:

$$\alpha=-\frac{dW}{d\eta}=\frac12-\frac{\eta}{2\lambda}.$$

It equals one half at equilibrium because the curves have equal curvature and their minima are level there. The problem takes it as constant, which means dropping $\eta^2/4\lambda$ from the barrier. This leaves $W(\eta)=W(0)-\eta/2$. The cost of that premise is examined below.

The second curve has its minimum at $-\eta$, so the backward barrier is $W(\eta)+\eta=W(0)+\eta/2$. The overpotential lowers one barrier by half its value and raises the other by the same amount.

**The net current.** Each flow is proportional to the Boltzmann factor of its barrier. The prefactors are taken as independent of $\eta$. This requires the proton concentration at the surface to stay at its bulk value and the coverage by adsorbed hydrogen to stay at its equilibrium value. The second condition holds if hydrogen atoms recombine fast enough to remain in equilibrium with the dissolved gas, and if the gas at the surface keeps its equilibrium concentration. At $\eta=0$ the two flows are equal, and their common size is $i_0$. Therefore

$$i=i_0\left(e^{\eta/2\tau}-e^{-\eta/2\tau}\right).$$

The ratio of backward to forward flow is $e^{-\eta/\tau}$.

**(a) The slope.** When this ratio is small, the second exponential can be dropped. The tempting formula is then justified, and

$$b=\frac{\tau\ln10}{1/2}=2\times0.025693\times2.3026=0.1183\ \text{V per decade},$$

or 0.004348 hartree/$e$ per decade.

At $\eta=b$ the ratio is $e^{-2\ln10}=1/100$, so the backward flow is 1% of the forward flow. For $\alpha=1/2$, one Tafel slope away from equilibrium is thus a convenient mark for the start of the straight part.

**(b) From 0.1 mA/cm².** Write $r=i/i_0$ and $y=e^{\eta/2\tau}$. The current law becomes $y-1/y=r$. Multiplying by $y$ gives $y^2-ry-1=0$. Since $y$ is positive, the root needed is

$$y=\frac{r+\sqrt{r^2+4}}{2},\qquad \eta=2\tau\ln y.$$

For large $r$, $\sqrt{r^2+4}\approx r+2/r$, so $y\approx r+1/r$ and

$$\eta\approx 2\tau\ln r+\frac{2\tau}{r^2}.$$

The first term is the Tafel line and the second is the leading correction for the backward flow. At the starting point $r=100$, the correction is about 0.000005 V. The full law gives:

- 0.2366 V at 0.1 mA/cm²
- 0.3550 V at 1 mA/cm²
- 0.4733 V at 10 mA/cm²

The tenfold rise therefore needs an increase of **0.118 V**. The hundredfold rise needs **0.237 V**, or 0.0087 hartree/$e$. The second is twice the first because equal current ratios take equal steps on a logarithmic scale.

**(c) From 0.00001 mA/cm².** Now $r=0.01$. For small $r$ the root is $y\approx1+r/2$, and $\ln(1+r/2)\approx r/2$, so

$$\eta\approx\tau r=\tau\,\frac{i}{i_0}.$$

The current is proportional to the overpotential, as in a resistor, and a tenfold current needs a tenfold overpotential. The values are 0.000257 V before the rise and 0.002568 V after it. The increase is **0.0023 V**, about one fiftieth of the tempting answer. This number depends on the fast step that follows the discharge. If the adsorbed atom is instead removed by a fast second discharge, its coverage, when low, falls as $e^{-\eta/\tau}$ and the backward term becomes $e^{-3\eta/2\tau}$. With $i_0$ read from the Tafel line, the increase is then 0.0012 V, while the answers to (b) are unchanged.

**Between the two limits.** The current law can be written $i=2i_0\sinh(\eta/2\tau)$. Differentiating its logarithm gives

$$\frac{d\ln i}{d\eta}=\frac{1}{2\tau}\coth\frac{\eta}{2\tau}
\quad\Rightarrow\quad
\frac{d\eta}{d\log_{10}i}=b\tanh\frac{\eta}{2\tau}.$$

The local slope rises from zero at equilibrium towards $b$. In this model a tenfold rise from any nonzero reduction current costs less than $b$, and the shortfall is negligible on the Tafel line.

Starting from rest is a different question, because no finite factor leads from zero current to a nonzero one. Reaching $10i_0$ from rest takes 0.1188 V, slightly more than $b$. The excess is, to leading order, the term $2\tau/r^2$ at $r=10$, about 0.0005 V.

## What constant $\alpha$ leaves out

If the parabolas are taken literally, the term $\eta^2/4\lambda$ stays in the barrier. With the backward flow dropped,

$$\frac{\eta}{2}-\frac{\eta^2}{4\lambda}=\tau\ln r
\quad\Rightarrow\quad
\eta^2-2\lambda\eta+4\lambda\tau\ln r=0.$$

The root that vanishes at $r=1$ is

$$\eta=\lambda-\sqrt{\lambda^2-4\lambda\tau\ln r}.$$

Take $\lambda=2$ eV as an illustration, which makes the equilibrium barrier $\lambda/4=0.5$ eV, and keep $i_0$ and the temperature fixed. Over the range of part (b), $\alpha$ falls from 0.437 to 0.363. The tenfold rise then needs 0.141 V and the hundredfold rise 0.296 V. These exceed the constant-$\alpha$ results by about 19% and 25% of those results. The figures are for a single electron level at the Fermi energy. Summing over the thermally occupied states of a metal with a flat density of states changes them to 0.139 V and 0.291 V, or 18% and 23%.

A small $\eta/\lambda$ keeps the local slope close to $b$. Keeping the current itself close to the constant-$\alpha$ law is a separate condition, $\eta^2/4\lambda\ll\tau$, because the barrier stands in an exponent. As a test of the stiff limit, the slope was found by numerical differentiation of the current from located curve crossings, with $\lambda=2000$ eV and $\eta=0.3$ V. It agreed with $b$ to within 0.05% at both 25 and 50 degrees Celsius.

## The real electrode

Hydrogen evolution is a side reaction in some metal plating. The current $i$ is then the part carried by hydrogen, not the total. The currents of part (c) are so small that side reactions easily exceed them. For a diffusion layer of 100 micrometres, dissolved oxygen at roughly $5\times10^{-5}$ of air saturation already carries 0.00001 mA/cm². The value of $i_0$ used here is a rough one, and real values differ by orders of magnitude between metals. With $\alpha$ constant, changing $i_0$ alone leaves the answers to (b) nearly unchanged as long as the starting current remains far above it. With the curved barrier this fails: at $\lambda=2$ eV the hundredfold rise grows from 0.296 V to 0.374 V if $i_0$ is lowered to $10^{-5}$ mA/cm². On a metal whose $i_0$ is far above the current both before and after the rise, the proportional law of (c) gives the overpotential only if the dissolved gas at the surface stays at its equilibrium concentration. On a very active metal, hydrogen building up at the surface can cost much more than the proton discharge itself. Between the limits of small and large $i/i_0$ the full current law is needed, under the same condition on the gas. Proton discharge also breaks a bond, so two equal parabolas are only a model of it. The 2 eV estimate illustrates a varying $\alpha$ for one chosen $\lambda$, and a smaller $\lambda$ gives a larger effect as long as $\lambda\ge4\tau\ln r$, so that the formula for $\eta$ has a real root. That bound belongs to the single electron level. When all occupied states of the metal contribute, $r=10^4$ is still reached at $\lambda=0.8$ eV, below the bound of 0.95 eV. It does not predict a measured slope.

Two further effects are estimated here for the electrode of the problem. Both add to the measured overpotential. The first is depletion of protons at the surface. Excess supporting salt is assumed, so that protons arrive by diffusion. Let $c$ be their bulk concentration, $c_s$ their surface concentration, $D$ their diffusivity, $\delta$ the thickness of the diffusion layer and $F$ the charge of one mole of electrons. The supply is $i=FD(c-c_s)/\delta$, so

$$\frac{c_s}{c}=1-\frac{i}{i_L},\qquad i_L=\frac{FDc}{\delta}.$$

The forward flow is proportional to $c_s$. Setting $i=i_0(c_s/c)e^{\eta/2\tau}$ and solving for $\eta$ adds $-2\tau\ln(1-i/i_L)$ to the Tafel line. For 1 mol/L acid, a rough diffusivity of $9\times10^{-5}$ cm²/s and a layer of 100 micrometres, $i_L=868$ mA/cm². Depletion then adds 0.0006 V to the hundredfold increase. A large excess of salt over 1 mol/L acid cannot be reached in practice, so this is an upper limit. Migration helps to supply protons, and the term is about 0.0003 V with no salt and 0.0004 V with 1 mol/L of salt.

The second effect is solution resistance. A gap $d=1$ mm with a rough conductivity $\kappa=0.3$ S/cm adds a voltage $id/\kappa$, which contributes 0.0033 V to the same increase. The supporting salt also affects $\kappa$, and this contribution varies as $1/\kappa$. Both effects grow with current and would bend the plot upwards at higher current densities. Changes of potential within the double layer are not included in these estimates. The condition on the gas is also strained in part (b). With a rough hydrogen diffusivity of $4.5\times10^{-5}$ cm²/s, a solubility of 0.78 mmol/L, the same layer and no bubbles, the surface holds about 16 times the saturation concentration at 10 mA/cm². For Langmuir adsorption the resulting loss of free sites adds about 0.0015 V to the hundredfold increase if the equilibrium coverage is 0.01, and 0.013 V if it is 0.1. The constant-coverage premise is therefore safe only at low coverage. Bubble formation lowers these figures.

The slope also depends on the conditions stated in the problem. With $\alpha$ held at one half, a bath at 50 degrees Celsius has $b=0.128$ V per decade, since $b$ is proportional to absolute temperature. At 25 degrees Celsius, constant $\alpha=0.4$ gives 0.148 V per decade and $\alpha=0.6$ gives 0.099 V per decade. An uncertainty of 0.1 in $\alpha$ therefore matters more here than depletion and resistance together. The values behind these comparisons are listed in the numerical output.

## Values computed for the example and the checks

```
Temperature: 298.15 K
Thermal energy kT: 0.025693 eV
Transfer coefficient: 0.5
Tafel slope b: 0.11832 V/decade
Tafel slope b, atomic units: 0.004348 hartree/e
Tafel-line increase for tenfold current: 0.11832 V
Tafel-line increase for hundredfold current: 0.23664 V
Hundredfold increase, atomic units: 0.008696 hartree/e
Exchange current density i0: 0.001 mA/cm2
Full law, eta at 0.1 mA/cm2: 0.23664 V
Full law, eta at 1.0 mA/cm2: 0.35496 V
Full law, eta at 10.0 mA/cm2: 0.47327 V
Full law, increase for tenfold current: 0.11831 V
Full law, increase for hundredfold current: 0.23663 V
Back current share at eta = b: 1.000 percent
Eta to reach 10 i0 from rest: 0.11883 V
Eta to reach 100 i0 from rest: 0.23664 V
Near equilibrium, eta at 0.01 i0: 0.000257 V
Near equilibrium, eta at 0.1 i0: 0.002568 V
Near equilibrium, tenfold increase: 0.002311 V
Illustrative reorganization energy: 2.0 eV
Curved barrier, height at eta = 0: 0.500 eV
Curved barrier, eta at 0.1 mA/cm2: 0.2526 V
  local alpha there: 0.437
Curved barrier, eta at 1.0 mA/cm2: 0.3937 V
  local alpha there: 0.402
Curved barrier, eta at 10.0 mA/cm2: 0.5485 V
  local alpha there: 0.363
Curved barrier, tenfold increase: 0.1411 V
Curved barrier, hundredfold increase: 0.2959 V
Curvature effect on tenfold increase: 0.0228 V
Curvature effect on hundredfold: 0.0593 V
Proton diffusivity, rough: 9.0e-05 cm2/s
Acid concentration: 1.0 mol/L
Diffusion layer: 100 micrometre
Limiting current density: 868 mA/cm2
Depletion effect on hundredfold increase: 0.00059 V
Resistive gap: 1.0 mm
Solution conductivity, rough: 0.3 S/cm
Resistive effect on hundredfold increase: 0.00330 V
Warm bath temperature: 323.15 K
Slope in warm bath: 0.12824 V/decade
Slope for alpha = 0.4 at 298.15 K: 0.14790 V/decade
Slope for alpha = 0.6 at 298.15 K: 0.09860 V/decade
```
